# The Round-Trip Phase Condition for Quantum-Well States in Metal Films: verification in Python

```python
# RESULT UNDER TEST: waves making round trips in a metal film add in phase when
#     2 k d + phi_S + phi_V = 2 pi n      (n integer).
# k: perpendicular wave number in the film, d: film thickness,
# phi_S, phi_V: reflection phases at the substrate plane z=0 and vacuum plane z=d.
# Energies are in eV from the film's band bottom, lengths in nm.
# Total reflection gives bound levels; partial reflection gives resonances.
# Independent road: finite-difference diagonalization and direct wave matching.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

C_KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # hbar^2/2m, eV nm^2
C_IMG = const.e / (16 * np.pi * const.epsilon_0) * 1e9     # image strength, eV nm
TWO_PI = 2 * np.pi

# Rough parameters in the regime of Pb(111) on Si(111)
LAYER = 0.286          # layer spacing
E_FERMI = 9.5          # Fermi energy above band bottom
WORK = 4.2             # work function
STEP_SUB = 0.8         # substrate step above the Fermi level
GAP_SUB = 1.1          # substrate band gap
LATTICE = 2.0          # amplitude of the neglected lattice potential
MASS_TRIAL = 1.1       # trial film mass in free-electron masses
MEAN_PATH = 5.0        # electron mean free path at 300 K
TEMPERATURE = 300.0
U_VAC = E_FERMI + WORK
U_SUB = E_FERMI + STEP_SUB
N_LAYERS = 10
D_FILM = N_LAYERS * LAYER


def wave_number(energy, mass=1.0):
    return np.sqrt(mass * energy / C_KIN)


def step_phase(energy, barrier, mass=1.0):
    """Phase of reflection from a step; zero above the step."""
    decay = np.sqrt(max(barrier - energy, 0.0) / C_KIN)
    return -2 * np.arctan(mass * decay / wave_number(energy, mass))


def total_phase(energy, d, mass=1.0):
    return (2 * wave_number(energy, mass) * d
            + step_phase(energy, U_SUB, mass) + step_phase(energy, U_VAC, mass))


def phase_slope(energy, d):
    slope = wave_number(energy) * d / energy
    for barrier in (U_SUB, U_VAC):
        if energy < barrier:
            slope += 1 / np.sqrt(energy * (barrier - energy))
    return slope


def level(n, d, mass=1.0):
    return brentq(lambda e: total_phase(e, d, mass) - TWO_PI * n,
                  1e-9, U_SUB * (1 - 1e-12), xtol=1e-12)


def image_barrier(x):
    """Barrier rising continuously from 0 at the film edge to the vacuum level."""
    return U_VAC - C_IMG / (x + C_IMG / U_VAC)


def diagonalize(d, top=U_SUB, h_target=0.0005, image=False, lattice=0.0,
                mass=1.0, vectors=False):
    """All levels below 'top' from the discretized Schroedinger equation."""
    cells = int(round(d / h_target))
    h = d / cells
    pad = int(4.0 / h)
    z = (np.arange(-pad, cells + pad) + 0.5) * h
    outside = np.maximum(z - d, 0.0)
    vacuum = image_barrier(outside) if image else U_VAC + 0 * z
    film = lattice * np.cos(TWO_PI * z / LAYER)
    potential = np.where(z < 0, U_SUB, np.where(z < d, film, vacuum))
    m_point = np.where((z > 0) & (z < d), mass, 1.0)
    m_link = np.concatenate(([1.0], (m_point[1:] + m_point[:-1]) / 2, [1.0]))
    link = C_KIN / h**2 / m_link
    return eigh_tridiagonal(link[1:] + link[:-1] + potential, -link[1:-1],
                            eigvals_only=not vectors, select='v',
                            select_range=(-10.0, top))


# ---- Bound levels and node numbers -------------------------------------
energies_fd, states = diagonalize(D_FILM, vectors=True)
n_bound = int(np.floor(total_phase(U_SUB, D_FILM) / TWO_PI)) + 1
assert len(energies_fd) == n_bound
levels = np.array([level(n, D_FILM) for n in range(n_bound)])
level_error = np.max(np.abs(levels - energies_fd))
assert level_error < 5e-4      # discretization error is of order E (k h)^2 / 12
for n in range(n_bound):
    psi = states[:, n]
    psi = psi[np.abs(psi) > 1e-6 * np.max(np.abs(psi))]
    assert np.sum(psi[1:] * psi[:-1] < 0) == n

n_top = int(np.floor(total_phase(E_FERMI, D_FILM) / TWO_PI))
e_top = levels[n_top]
k_top = wave_number(e_top)
slope_top = phase_slope(e_top, D_FILM)

# ---- Thickness period and level spacing --------------------------------
thicker = diagonalize(D_FILM + np.pi / k_top)
assert abs(thicker[n_top + 1] - energies_fd[n_top]) < 5e-4
spacing = e_top - levels[n_top - 1]
spacing_estimate = TWO_PI / phase_slope((e_top + levels[n_top - 1]) / 2, D_FILM)
spacing_fd = energies_fd[n_top] - energies_fd[n_top - 1]
assert abs(spacing_estimate / spacing_fd - 1) < 0.02

# ---- Occupied subbands against thickness -------------------------------
layer_numbers = np.arange(3, 23)
counts, top_levels = [], []
for layers in layer_numbers:
    d = layers * LAYER
    occupied = diagonalize(d, top=E_FERMI, h_target=0.002)
    n_last = int(np.floor(total_phase(E_FERMI, d) / TWO_PI))
    assert len(occupied) == n_last + 1
    top_levels.append(level(n_last, d))
    assert abs(top_levels[-1] - occupied[-1]) < 3e-3   # coarser grid here
    counts.append(len(occupied))
increments = np.diff(counts)
slips = [int(layer_numbers[i + 1]) for i in range(len(increments) - 1)
         if increments[i] == increments[i + 1]]
k_fermi = wave_number(E_FERMI)
per_layer = k_fermi * LAYER / np.pi
slip_distance = 1 / abs(3 - 2 * per_layer)
assert len(slips) >= 2
slip_mean = (slips[-1] - slips[0]) / (len(slips) - 1)
assert abs(slip_mean - slip_distance) < 0.5     # finite run of integer thicknesses


# ---- Partial reflection: direct matching against the sum of passes -----
def matched_intensity(energy, d):
    """Forward film intensity for a unit wave arriving from the substrate."""
    k, q = wave_number(energy), np.sqrt((energy - U_SUB) / C_KIN)
    decay = np.sqrt((U_VAC - energy) / C_KIN)
    f = np.exp(1j * k * d)
    matrix = np.array([[-1, 1, 1, 0], [q, k, -k, 0],
                       [0, f, 1 / f, -1],
                       [0, 1j * k * f, -1j * k / f, decay]], dtype=complex)
    return abs(np.linalg.solve(matrix, np.array([1, q, 0, 0], complex))[1])**2


n_res = int(np.ceil(total_phase(U_SUB + 1.0, D_FILM) / TWO_PI))
e_res = brentq(lambda e: total_phase(e, D_FILM) - TWO_PI * n_res,
               U_SUB + 0.5, U_VAC - 1e-6)
k_res, q_res = wave_number(e_res), np.sqrt((e_res - U_SUB) / C_KIN)
r_res = (k_res - q_res) / (k_res + q_res)
t_res = 2 * q_res / (k_res + q_res)
for d in np.linspace(1.0, 3.0, 41):
    phase = total_phase(e_res, d)
    summed = t_res**2 / ((1 - r_res)**2 + 4 * r_res * np.sin(phase / 2)**2)
    assert abs(summed - matched_intensity(e_res, d)) < 1e-10
best_d = minimize_scalar(lambda d: -matched_intensity(e_res, d),
                         bounds=(D_FILM - 0.05, D_FILM + 0.06), method='bounded',
                         options={'xatol': 1e-10}).x
assert abs(best_d - D_FILM) < 1e-5
best_e = minimize_scalar(
    lambda e: -matched_intensity(e, D_FILM) / np.sqrt((e - U_SUB) / C_KIN),
    bounds=(e_res - 0.3, e_res + 0.3), method='bounded',
    options={'xatol': 1e-10}).x
peak_shift = best_e - e_res
peak_shift_formula = -1 / (U_SUB * phase_slope(e_res, D_FILM)**2)
assert abs(peak_shift / peak_shift_formula - 1) < 0.03   # next order is dropped


# ---- Smooth image barrier and change of reference plane ----------------
def image_phase(energy, inward=0.0):
    """Reflection phase from the outside solution, plane moved inward."""
    def outer(x, y):
        return [y[1], (image_barrier(x) - energy) / C_KIN * y[0]]

    def inner(x, y):
        return [y[1], -energy / C_KIN * y[0]]
    start = 4.0
    decay = np.sqrt((image_barrier(start) - energy) / C_KIN)
    y = solve_ivp(outer, (start, 0.0), [1.0, -decay], method='DOP853',
                  rtol=1e-9, atol=1e-12).y[:, -1]
    y = y / np.hypot(y[0], y[1])
    if inward > 0:
        y = solve_ivp(inner, (0.0, -inward), y, method='DOP853',
                      rtol=1e-10, atol=1e-12).y[:, -1]
    return 2 * np.arctan2(y[1], wave_number(energy) * y[0])


phi_image = image_phase(e_top)
move = 0.13
assert abs(np.exp(1j * (image_phase(e_top, move) - phi_image
                       - 2 * k_top * move)) - 1) < 1e-6
e_image = brentq(lambda e: 2 * wave_number(e) * D_FILM + step_phase(e, U_SUB)
                 + image_phase(e) - TWO_PI * n_top, e_top - 0.9, e_top + 0.1,
                 xtol=1e-8)
assert abs(e_image - diagonalize(D_FILM, image=True)[n_top]) < 1e-3

# ---- Bloch waves in a periodic film ------------------------------------
energies_lattice = diagonalize(D_FILM, lattice=LATTICE)


def bloch_round_trip(energy):
    def rhs(z, y):
        w = (LATTICE * np.cos(TWO_PI * z / LAYER) - energy) / C_KIN
        return [y[1], w * y[0], y[3], w * y[2]]
    y = solve_ivp(rhs, (0.0, LAYER), [1.0, 0.0, 0.0, 1.0], method='DOP853',
                  rtol=1e-10, atol=1e-12).y[:, -1]
    factors, vecs = np.linalg.eig(np.array([[y[0], y[2]], [y[1], y[3]]]))
    flux = np.imag(np.conj(vecs[0]) * vecs[1])
    right = int(np.argmax(flux))
    v, factor = vecs[:, right], factors[right]
    w = np.conj(v)
    log_s = np.sqrt((U_SUB - energy) / C_KIN)
    log_v = -np.sqrt((U_VAC - energy) / C_KIN)
    r_s = -(w[1] - log_s * w[0]) / (v[1] - log_s * v[0])
    r_v = -(v[1] - log_v * v[0]) / (w[1] - log_v * w[0])
    return r_s * r_v * factor**(2 * N_LAYERS)


for n in (n_top - 1, n_top):
    assert abs(bloch_round_trip(energies_lattice[n]) - 1) < 3e-3
middle = (energies_lattice[n_top] + energies_lattice[n_top - 1]) / 2
assert abs(bloch_round_trip(middle) - 1) > 1.0
lattice_shift = energies_lattice[n_top] - energies_fd[n_top]

# ---- Other neglected effects -------------------------------------------
e_mass = level(n_top, D_FILM, MASS_TRIAL)
assert abs(e_mass - diagonalize(D_FILM, mass=MASS_TRIAL)[n_top]) < 1e-3
e_phase = brentq(lambda e: total_phase(e, D_FILM) + 1.0 - TWO_PI * n_top,
                 e_top - 0.6, e_top)
survival = np.exp(-D_FILM / MEAN_PATH)
phase_width = 4 * np.arcsin((1 - survival) / (2 * np.sqrt(survival)))
passes = np.arange(400)
sum_peak = abs(np.sum(survival**passes))**2
sum_half = abs(np.sum((survival * np.exp(0.5j * phase_width))**passes))**2
assert abs(sum_half / sum_peak - 0.5) < 1e-9
scatter_width = phase_width / slope_top
thermal = const.k * TEMPERATURE / const.e
e_hard = C_KIN * ((n_top + 1) * np.pi / D_FILM)**2

# ---- Printed numbers ---------------------------------------------------
print("INPUTS (rough, Pb(111) on Si(111) regime)")
print(f"layer spacing: {LAYER:.3f} nm")
print(f"layers: {N_LAYERS}, thickness: {D_FILM:.3f} nm")
print(f"Fermi energy above band bottom: {E_FERMI:.2f} eV")
print(f"work function: {WORK:.2f} eV")
print(f"substrate step above Fermi level: {STEP_SUB:.2f} eV")
print("HIGHEST OCCUPIED LEVEL, TEN LAYERS")
print(f"node number n: {n_top}")
print(f"energy above band bottom: {e_top:.4f} eV")
print(f"energy from Fermi level: {e_top - E_FERMI:.4f} eV")
print(f"k: {k_top:.4f} 1/nm")
print(f"2kd: {2 * k_top * D_FILM:.4f} rad")
print(f"substrate phase: {step_phase(e_top, U_SUB):.4f} rad")
print(f"vacuum phase: {step_phase(e_top, U_VAC):.4f} rad")
print(f"total phase / 2 pi: {total_phase(e_top, D_FILM) / TWO_PI:.6f}")
print(f"phase slope: {slope_top:.3f} rad/eV")
print(f"same n, hard walls, from Fermi level: {e_hard - E_FERMI:.3f} eV")
print(f"spacing to next lower level: {spacing:.3f} eV")
print(f"spacing from phase slope: {spacing_estimate:.3f} eV")
print(f"largest level difference from grid: {level_error * 1e3:.3f} meV")
print("THICKNESS PATTERN")
print(f"Fermi wave number: {k_fermi:.3f} 1/nm")
print(f"thickness period at Fermi level: {np.pi / k_fermi:.4f} nm")
print(f"new subbands per layer, mean: {per_layer:.4f}")
print("layers: occupied subbands, top level from Fermi level")
for layers, count, energy in zip(layer_numbers, counts, top_levels):
    if 5 <= layers <= 14:
        print(f"  {layers}: {count}, {energy - E_FERMI:.3f} eV")
print("increments from 3 to 22 layers:", *increments)
print("slips centred at layers:", *slips)
print(f"slip distance: formula {slip_distance:.2f}, grid {slip_mean:.2f} layers")
print("LEAKY RESONANCE, TEN LAYERS")
print(f"n: {n_res}, energy from Fermi level: {e_res - E_FERMI:.3f} eV")
print(f"substrate reflection amplitude: {r_res:.3f}")
print(f"density-of-states peak shift: {peak_shift * 1e3:.2f} meV")
print(f"peak shift from formula: {peak_shift_formula * 1e3:.2f} meV")
print("NEGLECTED EFFECTS ON THE HIGHEST OCCUPIED LEVEL")
print(f"image barrier, level shift: {e_image - e_top:.3f} eV")
print(f"lattice potential, amplitude: {LATTICE:.1f} eV")
print(f"lattice potential, level shift: {lattice_shift:.3f} eV")
print(f"film mass {MASS_TRIAL:.1f} m_e, level shift: {e_mass - e_top:.3f} eV")
print(f"substrate phase +1 rad, level shift: {e_phase - e_top:.3f} eV")
print(f"thermal energy kT at {TEMPERATURE:.0f} K: {thermal:.4f} eV")
print(f"mean free path at 300 K (rough): {MEAN_PATH:.1f} nm")
print(f"round-trip amplitude factor: {survival:.3f}")
print(f"scattering width: {scatter_width:.3f} eV")
print(f"substrate gap (rough): {GAP_SUB:.1f} eV")
print(f"valence edge from Fermi level: {STEP_SUB - GAP_SUB:.2f} eV")
print("no test failed")
```

Printed output:

```
INPUTS (rough, Pb(111) on Si(111) regime)
layer spacing: 0.286 nm
layers: 10, thickness: 2.860 nm
Fermi energy above band bottom: 9.50 eV
work function: 4.20 eV
substrate step above Fermi level: 0.80 eV
HIGHEST OCCUPIED LEVEL, TEN LAYERS
node number n: 14
energy above band bottom: 9.3826 eV
energy from Fermi level: -0.1174 eV
k: 15.6928 1/nm
2kd: 89.7628 rad
substrate phase: -0.6061 rad
vacuum phase: -1.1921 rad
total phase / 2 pi: 14.000000
phase slope: 5.281 rad/eV
same n, hard walls, from Fermi level: 0.844 eV
spacing to next lower level: 1.169 eV
spacing from phase slope: 1.171 eV
largest level difference from grid: 0.046 meV
THICKNESS PATTERN
Fermi wave number: 15.791 1/nm
thickness period at Fermi level: 0.1990 nm
new subbands per layer, mean: 1.4375
layers: occupied subbands, top level from Fermi level
  5: 7, -1.952 eV
  6: 9, -0.649 eV
  7: 10, -1.270 eV
  8: 12, -0.325 eV
  9: 13, -0.859 eV
  10: 15, -0.117 eV
  11: 16, -0.582 eV
  12: 17, -0.969 eV
  13: 19, -0.384 eV
  14: 20, -0.735 eV
increments from 3 to 22 layers: 1 1 2 1 2 1 2 1 1 2 1 2 1 2 1 2 1 1 2
slips centred at layers: 4 11 20
slip distance: formula 8.00, grid 8.00 layers
LEAKY RESONANCE, TEN LAYERS
n: 16, energy from Fermi level: 2.441 eV
substrate reflection amplitude: 0.459
density-of-states peak shift: -4.88 meV
peak shift from formula: -4.88 meV
NEGLECTED EFFECTS ON THE HIGHEST OCCUPIED LEVEL
image barrier, level shift: -0.202 eV
lattice potential, amplitude: 2.0 eV
lattice potential, level shift: 0.147 eV
film mass 1.1 m_e, level shift: -0.771 eV
substrate phase +1 rad, level shift: -0.189 eV
thermal energy kT at 300 K: 0.0259 eV
mean free path at 300 K (rough): 5.0 nm
round-trip amplitude factor: 0.564
scattering width: 0.223 eV
substrate gap (rough): 1.1 eV
valence edge from Fermi level: -0.30 eV
no test failed
```
